\section*{Angular momentum and the Runge–Lenz vector on Fock's three-sphere}

\section*{Setting}

An electron without spin moves in the field of a fixed charge $Z>0$. In atomic units ($\hbar=m=e=1$),
\begin{equation}
H=\frac{p^2}{2}-\frac{Z}{r},\qquad E=-\frac{p_0^2}{2},\quad p_0>0,
\end{equation}
where $E$ is one chosen bound level. Momentum wavefunctions are $\phi(\mathbf p)=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}\psi(\mathbf r)\,d^3r$, so that $\mathbf r$ acts as $i\nabla_p$. Below, $\partial_i=\partial/\partial p_i$ when it acts on functions of $\mathbf p$, and repeated indices are summed. The vectors of interest are
\begin{equation}
\mathbf L=\mathbf r\times\mathbf p,\qquad
\mathbf A=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-Z\frac{\mathbf r}{r},\qquad
\mathbf M=\frac{\mathbf A}{p_0}.
\end{equation}

With $W=p^2+p_0^2$, stereographic projection sends $\mathbf p$ to
\begin{equation}
u_i=\frac{2p_0p_i}{W},\qquad u_4=\frac{p_0^2-p^2}{W}.
\label{proj}
\end{equation}
This is a point of the unit sphere $S^3$, since $4p_0^2p^2+(p_0^2-p^2)^2=W^2$. The six rotation generators of $S^3$ are
\begin{equation}
L_{ab}=-i\left(u_a\frac{\partial}{\partial u_b}-u_b\frac{\partial}{\partial u_a}\right),\qquad a,b=1,\dots,4 .
\end{equation}
The problem is to find how these six operators, carried back to momentum space, are related to $\mathbf L$ and $\mathbf M$.

\section*{(a) The Runge--Lenz vector in momentum space}

\textit{Question.} In momentum space $1/r$ is an integral operator. Separate $\mathbf A$ into a differential operator in $\mathbf p$ and a term that vanishes on the level $E$.

\textit{Solution.} Use $[r_i,p_j]=i\delta_{ij}$ to move every $r$ to the left. The first product is
\begin{align}
(\mathbf p\times\mathbf L)_i&=\epsilon_{ijk}\epsilon_{klm}p_jr_lp_m=p_jr_ip_j-p_jr_jp_i\nonumber\\
&=(r_ip^2-ip_i)-(\mathbf r\cdot\mathbf p-3i)p_i
=r_ip^2-(\mathbf r\cdot\mathbf p)p_i+2ip_i .
\end{align}
The second needs no reordering:
\begin{equation}
(\mathbf L\times\mathbf p)_i=\epsilon_{ijk}\epsilon_{jlm}r_lp_mp_k=(\mathbf r\cdot\mathbf p)p_i-r_ip^2 .
\end{equation}
Half the difference is $r_ip^2-(\mathbf r\cdot\mathbf p)p_i+ip_i$.

For the Coulomb term, the definition of $H$ gives
\begin{equation}
\frac Zr=\frac{p^2}{2}-H=\frac W2-(H-E).
\end{equation}
Keeping $r_i$ on the left of $Z/r$, we obtain
\begin{equation}
A_i=D_i+r_i(H-E),\qquad D_i=r_i\frac{p^2-p_0^2}{2}-(\mathbf r\cdot\mathbf p)p_i+ip_i .
\label{split}
\end{equation}
Now put $\mathbf r=i\nabla_p$. The two products are
\begin{align}
r_i\frac{p^2-p_0^2}{2}\phi&=i\left[\frac{p^2-p_0^2}{2}\partial_i\phi+p_i\phi\right],\\
(\mathbf r\cdot\mathbf p)p_i\phi&=i\partial_j(p_jp_i\phi)=i\left[4p_i\phi+p_i\,\mathbf p\cdot\nabla\phi\right].
\end{align}
In the second line, $3p_i$ comes from $\partial_jp_j$ and one more $p_i$ from $p_j\partial_jp_i$. The terms without derivatives add to $i(1-4+1)p_i=-2ip_i$, hence
\begin{equation}
D_i=i\left[\frac{p^2-p_0^2}{2}\partial_i-p_i\,\mathbf p\cdot\nabla-2p_i\right].
\label{D}
\end{equation}
On the level, $(H-E)\phi=0$ and $M_i\phi=D_i\phi/p_0$.

At $\mathbf p=0$ this reads $A_i\phi=-\tfrac12p_0^2\,r_i\phi$. It matches the classical orbit that comes to rest: there $Z/r=p_0^2/2$, so $\mathbf A=-Z\mathbf r/r=-\tfrac12p_0^2\mathbf r$.

\section*{(b) Rotations of the sphere as motions of momentum}

\textit{Question.} How does $\mathbf p$ move when its image on $S^3$ is rotated?

\textit{Solution.} From (\ref{proj}), $1+u_4=2p_0^2/W$, so the inverse map is $p_j=p_0u_j/(1+u_4)$. The operator $L_{4i}$ is $-i$ times the derivative along the rotation $\delta u_i=\varepsilon u_4$, $\delta u_4=-\varepsilon u_i$. Under it
\begin{equation}
\frac{\delta p_j}{\varepsilon}=p_0\left[\frac{u_4\delta_{ij}}{1+u_4}+\frac{u_iu_j}{(1+u_4)^2}\right]
=\frac{p_0^2-p^2}{2p_0}\delta_{ij}+\frac{p_ip_j}{p_0},
\end{equation}
because $u_4/(1+u_4)=(p_0^2-p^2)/(2p_0^2)$ and $u_j/(1+u_4)=p_j/p_0$. On functions of $\mathbf p$ the generator is therefore $-iX_i$ with
\begin{equation}
X_i=\frac1{p_0}\left[\frac{p_0^2-p^2}{2}\partial_i+p_i\,\mathbf p\cdot\nabla\right].
\label{X}
\end{equation}

A rotation among $u_1,u_2,u_3$ leaves $u_4$ fixed and turns $\mathbf p$ in the same way as $(u_1,u_2,u_3)$. Thus $L_{ij}$ becomes $-i(p_i\partial_j-p_j\partial_i)$. For comparison,
\begin{equation}
L_k=\epsilon_{kij}r_ip_j=i\epsilon_{kij}\partial_ip_j=i\epsilon_{kij}p_j\partial_i=-i\epsilon_{kij}p_i\partial_j ,
\end{equation}
where $\epsilon_{kij}\delta_{ij}=0$ was used and the last step exchanges $i$ and $j$. Hence $L_k=\tfrac12\epsilon_{kij}L_{ij}$.

\section*{(c) The weight}

\textit{Question.} Comparing (\ref{D}) and (\ref{X}), $D_i/p_0$ is not $-iX_i$. Let the function on the sphere be $W^s\phi$ instead of $\phi$. Is there an $s$ for which the generators become $\mathbf M$?

\textit{Solution.} The operator on $\phi$ is now $-iW^{-s}X_iW^s=-i(X_i+s\,W^{-1}X_iW)$, where in the last term $X_i$ acts on $W$ alone. Since $\partial_iW=2p_i$,
\begin{equation}
X_iW=\frac1{p_0}\left[(p_0^2-p^2)p_i+2p^2p_i\right]=\frac{p_iW}{p_0},
\end{equation}
and
\begin{equation}
-iW^{-s}X_iW^s=-i\left(X_i+\frac{s\,p_i}{p_0}\right).
\label{s}
\end{equation}
Equation (\ref{D}) divided by $p_0$ is $-i(X_i+2p_i/p_0)$. The two agree for $s=2$ and for no other power. The weight depends on $p^2$ alone, so it commutes with $\mathbf L$. For every $\phi$ in the level,
\begin{equation}
\boxed{\;L_k\phi=W^{-2}\,\tfrac12\epsilon_{kij}L_{ij}\,W^2\phi,\qquad M_i\phi=W^{-2}L_{4i}W^2\phi\;}
\label{main}
\end{equation}

The relation for $\mathbf L$ holds on any differentiable function. The one for $\mathbf M$ needs the level, for by (\ref{split})
\begin{equation}
A_i=p_0W^{-2}L_{4i}W^2+r_i(H-E)
\label{off}
\end{equation}
on functions regular enough for each term to exist. Each level also has its own $p_0$, and so its own projection.

\section*{(d) Norm}

\textit{Question.} The sphere generators are Hermitian for the area element $d\Omega$ of $S^3$, while $\phi$ is normalised with $d^3p$. Does the weight $W^2$ respect both?

\textit{Solution.} Let $\mathbf q$ project to $v$, with $W'=q^2+p_0^2$. Then
\begin{align}
|u-v|^2&=2-2u\cdot v=\frac{2}{WW'}\left[WW'-(p_0^2-p^2)(p_0^2-q^2)-4p_0^2\,\mathbf p\cdot\mathbf q\right]\nonumber\\
&=\frac{4p_0^2|\mathbf p-\mathbf q|^2}{WW'},
\label{chord}
\end{align}
since the first two terms in the bracket give $2p_0^2(p^2+q^2)$. For neighbouring points all lengths are scaled by $2p_0/W$, so $d\Omega=(2p_0/W)^3d^3p$. Define
\begin{equation}
\Phi(u)=\frac{W^2\phi(\mathbf p)}{4p_0^{5/2}} .
\end{equation}
Its norm is
\begin{equation}
\int|\Phi|^2d\Omega=\int\frac{W^4}{16p_0^5}\,\frac{8p_0^3}{W^3}|\phi|^2d^3p=\frac{1}{2p_0^2}\int(p^2+p_0^2)|\phi|^2d^3p .
\end{equation}
In an eigenstate the mean of $[\mathbf r\cdot\mathbf p,H]=i(p^2-Z/r)$ vanishes, so $\langle p^2\rangle=\langle Z/r\rangle$. With $\langle p^2\rangle/2-\langle Z/r\rangle=E$ this gives $\langle p^2\rangle=p_0^2$, and $\Phi$ has the norm of $\phi$. Equality of norms for all states of the level implies equality of inner products.

The power $s=3/2$ would preserve the norm of every $\phi$, but by (\ref{s}) it does not give $\mathbf M$. The power $s=2$ gives $\mathbf M$ and preserves the norm through the virial theorem, on the level.

\section*{(e) Invariance of the level and the algebra}

\textit{Question.} Products of generators may be used in (\ref{main}) if each generator maps the level into itself. Show that it does, and find the commutators, the allowed $p_0$ and $L^2+M^2$.

\textit{Solution.} The Fourier transform of $1/r$ is $4\pi/k^2$, so $1/r$ has the momentum kernel $1/(2\pi^2|\mathbf p-\mathbf q|^2)$ and the Schr\"odinger equation is
\begin{equation}
\frac W2\phi(\mathbf p)=\frac{Z}{2\pi^2}\int\frac{\phi(\mathbf q)}{|\mathbf p-\mathbf q|^2}d^3q .
\end{equation}
Insert $\phi=4p_0^{5/2}\Phi/W^2$, $d^3q=W'^3d\Omega/(8p_0^3)$ and (\ref{chord}). All powers of $W'$ cancel, $W'^{-2}W'^{-1}W'^{3}=1$, and
\begin{equation}
\frac{\Phi(u)}{2W}=\frac{Z}{2\pi^2}\,\frac{4p_0^2}{8p_0^3W}\int\frac{\Phi(v)}{|u-v|^2}d\Omega
\;\Rightarrow\;
\Phi(u)=\frac{Z}{2\pi^2p_0}\int\frac{\Phi(v)}{|u-v|^2}d\Omega .
\label{fock}
\end{equation}
The kernel depends on distance alone, so the equation is invariant under all rotations of $S^3$.

To solve it, take a spherical harmonic $Y$ of degree $k$, the restriction of a homogeneous harmonic polynomial in four variables. Averaging $Y$ over rotations that fix $u$ leaves the integral unchanged and replaces $Y(v)$ by $Y(u)f(\chi)$, where $\chi$ is the angle between $u$ and $v$ and $f(0)=1$. The Laplacian of $S^3$ has eigenvalue $-k(k+2)$ on $Y$, so $f''+2\cot\chi\,f'=-k(k+2)f$. For $g=f\sin\chi$ this becomes $g''=-(k+1)^2g$, and the regular solution is $f=\sin[(k+1)\chi]/[(k+1)\sin\chi]$. The kernel therefore multiplies $Y$ by
\begin{equation}
\int_0^\pi\frac{4\pi\sin^2\chi\,f(\chi)}{2-2\cos\chi}d\chi
=\frac{2\pi}{k+1}\int_0^\pi\sin[(k+1)\chi]\cot\frac\chi2\,d\chi=\frac{2\pi^2}{k+1}.
\end{equation}
The last integral is $\pi$, because its integrand equals $1+2\sum_{j=1}^{k}\cos j\chi+\cos(k+1)\chi$.

Harmonics of all degrees form a complete set, so (\ref{fock}) keeps just the degree with $k+1=Z/p_0$. With $n=k+1$,
\begin{equation}
p_0=\frac Zn,\qquad E=-\frac{Z^2}{2n^2},
\end{equation}
and $\Phi$ is a harmonic of degree $n-1$. It is smooth, also at $u_4=-1$, the image of infinite momentum. Rotations preserve the degree, so the generators map the level into itself.

The commutators follow from the vector fields:
\begin{equation}
[L_{4i},L_{4j}]=-[u_4\partial_{u_i}-u_i\partial_{u_4},\,u_4\partial_{u_j}-u_j\partial_{u_4}]=u_i\partial_{u_j}-u_j\partial_{u_i}=iL_{ij},
\end{equation}
which on the level is $[M_i,M_j]=i\epsilon_{ijk}L_k$. Finally, with $a,b$ summed from 1 to 4, $\sum_{a<b}L_{ab}^2=-\left(u_a\partial_{u_b}u_a\partial_{u_b}-u_a\partial_{u_b}u_b\partial_{u_a}\right)$. The first product is $u^2\partial_u^2+u\cdot\partial_u$. The second is $4\,u\cdot\partial_u+u_au_b\partial_{u_a}\partial_{u_b}=(u\cdot\partial_u)^2+3\,u\cdot\partial_u$. Hence
\begin{equation}
L^2+M^2=\sum_{a<b}L_{ab}^2=-u^2\partial_u^2+(u\cdot\partial_u)^2+2\,u\cdot\partial_u .
\end{equation}
On a harmonic polynomial of degree $k$ the first term vanishes and $u\cdot\partial_u=k$, which leaves $k(k+2)=n^2-1$. On the unit sphere this operator is minus the Laplacian, so $k(k+2)$ agrees with the eigenvalue used above.

\section*{(f) The level $n=3$ for $Z=2$}

\textit{Question.} Find the matrix of $M_z$ among $3s$, $3p_z$ and $3d_{z^2}$ from the sphere. Then see in numbers what a wrong weight, or a state outside the level, does.

\textit{Solution.} Here $p_0=2/3$ and $E=-0.2222$ hartree. The harmonics have degree two. On $S^3$ the averages are $\overline{u_a^2}=1/4$, $\overline{u_a^4}=1/8$ and $\overline{u_a^2u_b^2}=1/24$ for $a\neq b$, so with $c=(2\pi^2)^{-1/2}$ the normalised functions are
\begin{equation}
Y_s=c(4u_4^2-1),\quad Y_p=c\sqrt{24}\,u_3u_4,\quad Y_d=c\sqrt2\,(2u_3^2-u_1^2-u_2^2).
\end{equation}
Apply $L_{43}=-i(u_4\partial_{u_3}-u_3\partial_{u_4})$. On $Y_s$ it gives $8ic\,u_3u_4$, on $Y_d$ it gives $-4i\sqrt2\,c\,u_3u_4$, and on $Y_p$ it gives $-i\sqrt{24}\,c(u_4^2-u_3^2)$. On the sphere $u_4^2-u_3^2=\tfrac13(4u_4^2-1)-\tfrac13(2u_3^2-u_1^2-u_2^2)$. Hence
\begin{align}
L_{43}Y_s&=i\sqrt{\tfrac83}\,Y_p,\qquad L_{43}Y_d=-i\sqrt{\tfrac43}\,Y_p,\\
L_{43}Y_p&=-i\sqrt{\tfrac83}\,Y_s+i\sqrt{\tfrac43}\,Y_d .
\end{align}

Take the position functions as positive multiples of $27-36r+8r^2$, $z(6-2r)$ and $2z^2-x^2-y^2$, each times $e^{-2r/3}$. Their Fourier transforms, computed by quadrature, give the images $\Phi_s=Y_s$, $\Phi_p=iY_p$ and $\Phi_d=-Y_d$. With these phases the matrix is real:
\begin{equation}
M_z=\begin{pmatrix}0&1.6330&0\\1.6330&0&1.1547\\0&1.1547&0\end{pmatrix}.
\end{equation}
Quadrature in position space, with $\mathbf A$ taken from its definition, gives the same entries. The eigenvalues obey $\lambda^3=(\tfrac83+\tfrac43)\lambda$, so they are $-2,0,2$. In $3s$ the three components of $\mathbf M$ contribute equally, and $\langle M^2\rangle=3\times\tfrac83=8=n^2-1$, as $L^2=0$ there.

For the weight, take the unnormalised state $\psi=Ge^{-2r/3}$ of this level with
\begin{align}
G={}&\tfrac1{10}(27-36r+8r^2)+(x+iy+\tfrac z2)(6-2r)\nonumber\\
&+\tfrac{xy}2+\tfrac i4(2z^2-x^2-y^2)+\tfrac{yz}3
\end{align}
at $\mathbf p=(0.31,-0.47,0.58)$. Quadrature gives $\phi=-1.750-4.869i$, so $|\phi|=5.174$. Acting with $A_z/p_0$ in position space and transforming gives $M_z\phi=-10.204+7.458i$, of modulus $12.64$. Rotating the sphere point by small angles and differentiating $W^2\phi$ numerically gives the same digits. By (\ref{s}), omitting the weight changes the $z$ component by $2p_z|\phi|/p_0=2(0.58)(5.174)/0.6667=9.00$ in modulus, or $71\%$ of $|M_z\phi|$. The norm-preserving power $3/2$ leaves a quarter of that error, $18\%$.

For a state outside the level, take $\psi=(1+z/2+ix/3+y/4)e^{-r}$, with $p_0$ and $\mathbf p$ unchanged. The same numerical methods give, for the $z$ components in (\ref{off}),
\begin{equation}
\underbrace{-0.122+0.339i}_{A_z\phi}=\underbrace{(-0.069-0.313i)}_{p_0W^{-2}L_{43}W^2\phi}+\underbrace{(-0.054+0.651i)}_{r_z(H-E)\phi},
\end{equation}
up to rounding in the last digit. At this momentum the sphere generator alone has even the wrong sign of the imaginary part, and the term $r_z(H-E)\phi$, of modulus $0.654$, is larger than $A_z\phi$ itself, of modulus $0.360$, so the generator built with this $p_0$ does not represent $\mathbf A/p_0$ on states outside the level. A state of another bound level obeys (\ref{main}) with the projection and weight of its own $p_0$.
